\section*{Cold-ion presheath around a small sphere in a plasma}

\section*{Setting}

A small conducting sphere stands in a large plasma and is biased well below the plasma potential $V_p$, or floats. Positive ions of mass $M$ and charge $e$ start from rest far away, where the density is $n_0$, and fall along radii to the sphere. They neither collide nor are created on the way. The electrons are repelled and follow the Boltzmann law with temperature $T_e$, written as an energy. The drop below plasma potential is measured by the positive number
\begin{equation}
\phi(r)=\frac{e\,[V_p-V(r)]}{T_e},\qquad \phi(\infty)=0 .
\end{equation}
The ion sound speed is $c_s=\sqrt{T_e/M}$ and the Debye length is $\lambda_D=\sqrt{\varepsilon_0T_e/(n_0e^2)}$. ``Small'' means small compared with the ion mean free path and the discharge vessel, but large compared with $\lambda_D$.

\section*{Part (a): the quasineutral solution and its edge}

\textbf{Question.} Find the relation between $r$ and $\phi$ where the plasma is quasineutral. Show that this solution ends at a least radius $r_s$, and find $\phi$ and the ion speed there.

\textbf{Answer.} An ion that starts from rest converts potential energy into radial kinetic energy:
\begin{equation}
\tfrac12Mv^2=T_e\phi\quad\Rightarrow\quad v=c_s\sqrt{2\phi}.
\end{equation}
Without sources the same number of ions crosses every sphere per second, so $4\pi r^2n_iv$ is constant. Quasineutrality sets $n_i=n_e=n_0e^{-\phi}$. Hence
\begin{equation}
r^2F(\phi)=\text{constant},\qquad F(\phi)=\sqrt{2\phi}\,e^{-\phi}.
\label{flux}
\end{equation}
$F$ is the ion flux density in units of $n_0c_s$. Going inward, $r^2$ falls and $F$ must rise. Its logarithmic derivative,
\begin{equation}
\frac{d\ln F}{d\phi}=\frac1{2\phi}-1,
\end{equation}
is positive for $\phi<\frac12$ and negative beyond, so $F$ has a single maximum at $\phi=\frac12$. The radius is least there, and no quasineutral solution exists further in. This is the sheath edge $r_s$, where $v=c_s$: the ions arrive with the Bohm speed. For each $r>r_s$ there are two roots $\phi$. The one that joins $\phi=0$ at infinity has $\phi<\frac12$.

The logarithmic derivative of (\ref{flux}) with respect to $r$ gives the slope:
\begin{equation}
\frac2r+\Bigl(\frac1{2\phi}-1\Bigr)\frac{d\phi}{dr}=0
\quad\Rightarrow\quad
\frac{d\phi}{dr}=-\frac{g}{r},\qquad g(\phi)=\frac{4\phi}{1-2\phi}.
\label{slope}
\end{equation}
It diverges at the edge. Quasineutrality must therefore fail close to $r_s$, a point taken up in part (d).

\section*{Part (b): where the drop is one tenth of $T_e$}

\textbf{Question.} Show that the potential is $0.1\,T_e/e$ below plasma potential at $r=1.22\,r_s$. What would the ratio be for a long cylinder, and what happens at a plane?

\textbf{Answer.} At the edge $F(\frac12)=e^{-1/2}$. Equating $r^2F(\phi)$ to $r_s^2e^{-1/2}$ gives
\begin{equation}
\Bigl(\frac r{r_s}\Bigr)^2=\frac{e^{\phi-1/2}}{\sqrt{2\phi}} .
\label{law}
\end{equation}
For $\phi=0.1$ we have $1/\sqrt{0.2}=\sqrt5=2.2361$ and $e^{-0.4}=0.6703$, so
\begin{equation}
\Bigl(\frac r{r_s}\Bigr)^2=2.2361\times0.6703=1.499,\qquad
\frac r{r_s}=1.224 .
\end{equation}
Neither the ion mass nor $n_0$ enters. A mixture of singly charged ions, all starting from rest, gives the same ratio: each species has $n_k\propto1/(r^2\sqrt\phi)$, and so has their sum.

For a long cylinder the flow crosses an area proportional to $r$, so $r^2$ in (\ref{flux}) becomes $r$. The right side of (\ref{law}) is then $r/r_s$ itself, which gives 1.50. At a plane the area is constant, so $F$ and therefore $\phi$ cannot vary. Without ionization or collisions a plane has no presheath of this kind. Around the sphere it is the convergence of the flow that accelerates the ions.

\section*{Part (c): the potential as a function of radius}

\textbf{Question.} Invert the relation, find the far field, and find the electric field at $\phi=0.1$.

\textbf{Answer.} Squaring (\ref{law}) gives $(r/r_s)^4=e^{2\phi-1}/(2\phi)$, which rearranges to
\begin{equation}
(-2\phi)\,e^{-2\phi}=-\frac1e\Bigl(\frac{r_s}r\Bigr)^4
\quad\Rightarrow\quad
\phi=-\tfrac12W_0\!\left[-\frac1e\Bigl(\frac{r_s}r\Bigr)^4\right].
\end{equation}
Here $W$ is the Lambert function, defined by $We^W=z$. The principal branch $W_0\ge-1$ is the right one because $\phi\le\frac12$. The values are $\phi=0.180$, $0.039$, $0.0118$ and $0.0023$ at $r/r_s=1.1$, $1.5$, $2$ and $3$.

Far away $e^{2\phi}\to1$, and the squared law reduces to
\begin{equation}
\phi\simeq\frac1{2e}\Bigl(\frac{r_s}r\Bigr)^4 .
\end{equation}
The fourth power has a simple origin: at nearly constant density $v\propto r^{-2}$, and $\phi\propto v^2$. At $r=2r_s$ this form gives $0.0115$, which is 2\% below the full value.

At $\phi=0.1$, equation (\ref{slope}) gives $g=0.4/0.8=0.5$. The field points inward and has magnitude
\begin{equation}
|E|=\frac{T_e}{e}\left|\frac{d\phi}{dr}\right|=\frac{T_e}{2er}.
\end{equation}

\section*{Part (d): a processing discharge, and the effect of space charge}

\textbf{Question.} A metal sphere floats in a low-pressure CO$_2$ discharge with $T_e=3$~eV, $n_0=10^{11}$~cm$^{-3}$ and $r_s=2$~mm. Take CO$_2^+$ (44~u) as the positive ion. Evaluate the presheath. Then estimate how a finite Debye length moves the point $\phi=0.1$ and the edge.

\textbf{Answer.} The sound speed is $c_s=2.565$~km/s. At $\phi=0.1$,
\begin{align}
r&=1.224\times2\ \text{mm}=2.45\ \text{mm}, & V_p-V&=0.30\ \text{V},\\
n&=10^{11}e^{-0.1}=9.05\times10^{10}\ \text{cm}^{-3}, & v&=\sqrt{0.2}\,c_s=1.15\ \text{km/s},
\end{align}
and $|E|=3\ \text{V}/(2\times0.2449\ \text{cm})=6.1$~V/cm. At the edge the drop is 1.5~V and the density is $6.07\times10^{10}$~cm$^{-3}$. The ion current is
\begin{equation}
I=4\pi r_s^2\,e\,n_0e^{-1/2}c_s=1.25\ \text{mA}.
\end{equation}

\emph{Shift of the point $\phi=0.1$.} The Debye length is $41\ \mu$m, so $\eta=\lambda_D/r_s=0.0204$. Poisson's equation replaces $n_i=n_e$ by
\begin{equation}
\frac{n_i}{n_0}=e^{-\phi}+\lambda_D^2\nabla^2\phi,\qquad
\frac{n_i}{n_0}=\frac{r_s^2}{r^2}\,\frac{e^{-1/2}}{\sqrt{2\phi}} ,
\label{poisson}
\end{equation}
where $r_s$ is now defined by the current through the formula for $I$. At given $\phi$, $r^2$ is thus smaller than in (\ref{law}) by the factor $1+e^\phi\lambda_D^2\nabla^2\phi$. To first order
\begin{equation}
\frac{\delta r}r=-\tfrac12e^\phi\lambda_D^2\nabla^2\phi .
\end{equation}
The Laplacian may be taken from the quasineutral solution. With $\phi'=-g/r$,
\begin{equation}
\nabla^2\phi=\phi''+\frac{2\phi'}r
=\frac g{r^2}\Bigl(1+\frac{dg}{d\phi}\Bigr)-\frac{2g}{r^2}
=\frac g{r^2}\Bigl(\frac{4}{(1-2\phi)^2}-1\Bigr).
\end{equation}
At $\phi=0.1$ this is $0.5\times5.25/r^2=2.625/r^2$, or $1.751/r_s^2$. Hence $\delta r/r=-0.97\,\eta^2=-4\times10^{-4}$, which is negligible.

\emph{Shift of the edge.} Near the edge put $\phi=\frac12+\delta$ and $r=r_s(1-x)$. The two densities expand as
\begin{equation}
\frac{n_i}{n_0}\simeq e^{-1/2}\bigl(1+2x-\delta+\tfrac32\delta^2\bigr),\qquad
\frac{n_e}{n_0}\simeq e^{-1/2}\bigl(1-\delta+\tfrac12\delta^2\bigr).
\end{equation}
The terms linear in $\delta$ cancel, which is the Bohm condition in another form. What remains is
\begin{equation}
\eta^2\frac{d^2\delta}{dx^2}\simeq e^{-1/2}\,(2x+\delta^2).
\end{equation}
The three terms are comparable when $x\sim\delta^2$ and $\eta^2\delta/x^2\sim\delta^2$. This gives $\delta\sim\eta^{2/5}$ and $x\sim\eta^{4/5}$. The edge is therefore smeared over a much larger distance than the $\eta^2$ shift further out.

Equation (\ref{poisson}) was also integrated inward by a Runge--Kutta method, starting from the quasineutral solution at $2r_s$:
\begin{center}
\begin{tabular}{ccc}
$\eta$ & $r/r_s$ at $\phi=0.1$ & $r/r_s$ at $\phi=0.5$\\
0.04 & 1.2225 & 0.944\\
0.02 & 1.2238 & 0.967\\
0.01 & 1.2242 & 0.981
\end{tabular}
\end{center}
From $\eta=0.04$ to $0.01$ the distance of the last column from 1 falls by a factor of 2.9, close to $4^{4/5}=3.0$. In the example $\phi=0.5$ lies at $0.967\,r_s$. If the edge is identified by its potential instead of by the current, the ratio asked for in (b) becomes 1.27.

\emph{Size of the sphere.} A floating sphere of radius $r_p$ collects equal currents. The electron flux density is $n_0e^{-\phi}\sqrt{T_e/(2\pi m_e)}$, so
\begin{equation}
r_p^2\,e^{-\phi_f}\sqrt{\frac{T_e}{2\pi m_e}}=r_s^2\,e^{-1/2}\sqrt{\frac{T_e}{M}}
\;\Rightarrow\;
\phi_f=\frac12+\frac12\ln\frac{M}{2\pi m_e}+2\ln\frac{r_p}{r_s}.
\end{equation}
The integrated potential meets this condition at $r_p=1.66$~mm, 14.6~V below the plasma. The point $\phi=0.1$ is thus at about $1.48$ sphere radii. The factor 1.22 refers to the sheath edge, not to the metal.

\section*{Part (e): ions with thermal energy}

\textbf{Question.} Let the ions have one energy $E=\varepsilon T_e$ and isotropic directions far away. Find the new quasineutral relation and its correction for small $\varepsilon$. Evaluate it for ions at 300~K.

\textbf{Answer.} Let $v_0=\sqrt{2E/M}$ and let $b$ be the impact parameter. Energy and angular momentum conservation give the radial speed
\begin{equation}
|v_r|=v_0\sqrt{s^2-b^2/r^2},\qquad s=\sqrt{1+\phi/\varepsilon}.
\end{equation}
An ion reaches the sphere if the root stays real all the way in, that is, if $b<b_c$ with $b_c^2=\min(r^2s^2)$. The radius of this minimum is the capture barrier. Ions with larger $b$ turn back outside it.

Summed over all directions, the inward flow with impact parameters in $db$ is $n_0v_0\,2\pi b\,db$. Dividing by $4\pi r^2|v_r|$ gives its density. With $u=b^2/r^2$ this is
\begin{equation}
\frac{dn_i}{n_0}=\frac{du}{4\sqrt{s^2-u}} .
\end{equation}
Inside the barrier only captured ions are present, with $0<u<u_c=b_c^2/r^2$. Outside it, ions with $u_c<u<s^2$ are counted twice, going in and coming out. Integration gives
\begin{align}
\text{inside:}\quad \frac{n_i}{n_0}&=\tfrac12\bigl(s-\sqrt{s^2-u_c}\bigr),\\
\text{outside:}\quad \frac{n_i}{n_0}&=\tfrac12\bigl(s-\sqrt{s^2-u_c}\bigr)+\sqrt{s^2-u_c}
=\tfrac12\bigl(s+\sqrt{s^2-u_c}\bigr).
\end{align}
Set either form equal to $e^{-\phi}$, isolate the root and square. Both lead to $s^2-u_c=(2e^{-\phi}-s)^2$, hence
\begin{equation}
\frac{b_c^2}{r^2}=4G(\phi),\qquad G(\phi)=e^{-\phi}\bigl(s-e^{-\phi}\bigr).
\end{equation}
The edge is again the least radius, at the maximum of $G$, so $(r/r_s)^2=G_{\max}/G(\phi)$.

For small $\varepsilon$ and fixed $\phi$, $s\simeq\sqrt{\phi/\varepsilon}$ and
\begin{equation}
G\simeq\frac{\sqrt\phi\,e^{-\phi}}{\sqrt\varepsilon}
\Bigl(1-\sqrt{\frac{\varepsilon}{\phi}}\,e^{-\phi}\Bigr).
\end{equation}
The prefactor is proportional to $F$, so the cold law returns as $\varepsilon\to0$. Since $G$ is stationary at its maximum, the first correction to $G_{\max}$ is found at $\phi=\frac12$:
\begin{equation}
\frac r{r_s}\simeq\Bigl(\frac r{r_s}\Bigr)_{\!\rm cold}
\left[1+\frac{\sqrt\varepsilon}2\Bigl(\frac{e^{-\phi}}{\sqrt\phi}-\sqrt2\,e^{-1/2}\Bigr)\right].
\end{equation}
At $\phi=0.1$ the inner bracket is $2.861-0.858=2.003$, so the relative shift is very nearly $\sqrt\varepsilon$. The square root makes the approach to the cold limit slow.

At 300~K the mean energy is $\frac32k_BT=0.0388$~eV, so $\varepsilon=0.0129$ and the estimate is an 11\% increase. In the full relation a numerical search puts the maximum at $\phi=0.585$. There $s=6.80$ and $G=3.48$, while at $\phi=0.1$ we have $s=2.96$ and $G=1.86$. The ratio is
\begin{equation}
\frac r{r_s}=\sqrt{3.48/1.86}=1.37,
\end{equation}
which is 12\% above the cold value. For a shift of 1\% in this model, $\varepsilon$ must be near $10^{-4}$, which at $T_e=3$~eV means ions at about 2~K.

The model assumes that the ions do not collide with each other either. For singly charged ions at temperature $T_i$ (as an energy) the momentum-transfer cross-section is about $4\pi b^2\ln\Lambda$, with $b=e^2/(12\pi\varepsilon_0T_i)$. At 300~K, $b=19$~nm and $\ln\Lambda\approx5$, so at $n_0=10^{11}$~cm$^{-3}$ the ion--ion mean free path is only about 0.4~mm. This is less than $r_s=2$~mm, and the discharge of part (d) is outside the range of the free-orbit model around the capture barrier (at $1.9\,r_s$) and beyond it, where the drift is not much faster than the thermal motion. Further in, the ions pass quickly: with a collision frequency of about $10^6$~s$^{-1}$ an ion makes about two collisions between $2r_s$ and $\phi=0.1$, but only about 0.2 from there to the edge. The example lies between free orbits and a fully collisional flow. In the opposite limit the ions form a fluid. If it is isothermal, its pressure adds to the electric force:
\begin{equation}
Mv\,dv=T_e\,d\phi-T_i\,d\ln n=(T_e+T_i)\,d\phi .
\end{equation}
The speed is then $\sqrt{1+T_i/T_e}$ times the cold value at every $\phi$. This constant factor cancels in (\ref{law}), and the ratio remains 1.22.

\section*{Part (f): collisions, ionization and the real discharge}

\textbf{Question.} The gas is at 1~mTorr and 300~K. Take roughly $10^{-14}$~cm$^2$ for the ion--neutral cross-section and, as a deliberately high value, $10^{-7}e^{-14\,\mathrm{eV}/T_e}$~cm$^3$/s for the ionization rate coefficient. Estimate both effects on cold ions and judge the result of (b).

\textbf{Answer.} The ion--neutral mean free path is $\lambda_i=31$~mm. Model collisions by a deceleration $v^2/\lambda_i$ and let $w=v^2/c_s^2$. For inward motion, and from the logarithmic derivative of $r^2\sqrt w\,e^{-\phi}=$ constant,
\begin{equation}
\frac12\frac{dw}{dr}=\frac{d\phi}{dr}+\frac w{\lambda_i},\qquad
\frac{d\phi}{dr}=\frac2r+\frac1{2w}\frac{dw}{dr}.
\end{equation}
Eliminating $d\phi/dr$ gives
\begin{equation}
\frac{dw}{dr}=-\frac{w}{1-w}\Bigl(\frac4r+\frac{2w}{\lambda_i}\Bigr).
\end{equation}
Numerical integration outward from $w=1$ at $r_s$, with $\phi\to0$ far away, gives $\phi=0.510$ at the edge and $r/r_s=1.232$ at $\phi=0.1$. In this drag model the ratio rises by 0.6\%. The model ignores the thermal motion of the neutrals, which sets the collision rate where the drift is slow. With the deceleration $v\sqrt{v^2+\bar v^2}/\lambda_i$, where $\bar v$ is the mean neutral speed at 300~K, the rise is 1.2\%. The exact figure depends on how a collision changes the ion velocity.

The ionization frequency is $\nu=3.0\times10^4$~s$^{-1}$. Since $n_e\le n_0$, the ions created between $r_s$ and $r$ are at most the fraction
\begin{equation}
\frac{\nu n_0\,\frac{4\pi}3(r^3-r_s^3)}{4\pi r_s^2n_0e^{-1/2}c_s}
=\frac{\nu r_s}{3e^{-1/2}c_s}\Bigl[\Bigl(\frac r{r_s}\Bigr)^3-1\Bigr]
\end{equation}
of the collected flow. For the assumed $\nu$ this is 1.1\% out to $\phi=0.1$ and 9\% out to $2r_s$. The ion flow is thus nearly conserved near the sphere. Further out it need not be: the bound reaches the whole collected flow at $4.3\,r_s$, so many of the ions may be born within that distance instead of arriving from far away. Those born beyond $2r_s$ still start within about $0.013\,T_e/e$ of the plasma potential. The created fraction is not the error in the density: density is flow divided by speed, and newborn ions are slower than those from far away. A quasineutral solution in which all collected ions are born at rest at the rate $\nu n_e$ and then fall freely, with $\phi$ counted from the potential maximum at $4.3\,r_s$, gives $\phi=0.013$ at $2r_s$, $\phi=0.51$ at the edge and $r/r_s=1.236$ at $\phi=0.1$, a rise of about 1\%.

The discharge parameters are round values chosen for the example. A real CO$_2$ discharge also contains fragment ions. Singly charged positive ones do not alter the cold ratio if they too start from rest, by the argument in (b), but dissociation can give them kinetic energy; negative ions, a magnetic field, the drift of the plasma towards the vessel walls and the stem that holds the sphere are left out. Ions that all had the mean thermal energy at 300~K would move 1.22 to 1.37 if they followed free orbits; a Maxwell distribution of energies would give a different shift. In this example, however, the ions collide with each other too often for a free-orbit model outside about $2r_s$, and too rarely near the edge to be a fully collisional fluid there. The value 1.22 is the limit of small Debye length for ions that are cold or behave as an isothermal fluid, with few ion--neutral collisions and little ionization near the sphere.

Numbers in the example were calculated in double precision.
